# Linear-scaling dc conductivity from mean-square spreading of random-phase states, part 2

We seek the dc conductivity $\sigma(E)$ of independent electrons from their spreading along $x$. Hartree atomic units are used ($\hbar=e=m_e=1$). The real sparse $H$ has $N$ sites in volume $\Omega$, spacing $a$, hopping $-\gamma$ and site energies in $[-w/2,w/2]$ (the printed output writes $W$ for $w$, and msd for $\Delta X^2$). With $E_n$ the eigenvalues, $\omega\equiv\omega_{mn}=E_m-E_n$ and $V=i[H,X]$, so $V_{mn}=i\omega X_{mn}$; for real $H$, nondegenerate levels have $V_{nn}=0$. The filter $g=g(E-H)$, with eigenvalues $g_n$, is a normalized Gaussian of standard deviation $\eta$. The Kubo–Greenwood conductivity, spin included, is
$$\sigma(E)=\frac{2\pi}{\Omega}\sum_{mn}g_n|V_{mn}|^2\delta(\omega_{mn}).\tag{1}$$

Let $U=e^{-iHt}$, $X(t)=U^\dagger XU$, $Y=[X,U]$, $\Delta X^2=\mathrm{Tr}[g(X(t)-X)^2]/\mathrm{Tr}\,g$, $D=\tfrac12\partial_t\Delta X^2$, $c(\tau)=\mathrm{Tr}[gV(\tau)V]/\mathrm{Tr}\,g$ and $\rho=\mathrm{Tr}\,g/\Omega$ (per spin). Then $F=\rho\Omega\,\Delta X^2$ and
$$\Delta X^2=2\int_0^t(t-\tau)\,\mathrm{Re}\,c(\tau)\,d\tau,\qquad D(t)=\int_0^t\mathrm{Re}\,c(\tau)\,d\tau.\tag{4}$$
$$F(t)\equiv\mathrm{Tr}[Y^\dagger gY]=\sum_{mn}g_n|V_{mn}|^2\frac{4\sin^2(\omega t/2)}{\omega^2},\tag{5}$$
$$\sigma(E)=2\rho(E)\lim_{t\to\infty}\lim_{N\to\infty}D(E,t).\tag{6}$$
$$\frac{\lambda^2}{2}\int_0^\infty e^{-\lambda t}F(t)\,dt=\sum_{mn}g_n|V_{mn}|^2\frac{\lambda}{\omega^2+\lambda^2},\tag{7}$$

In periodic cells $Y=i\partial_kU|_{k=0}$, with hoppings $H_{ij}e^{-ikd_{ij}}$ and $d_{ij}$ the bond's $x$ component. Level discreteness is resolved at $t_H=2\pi\rho\Omega$.

Propagation uses $\tilde H=H/s$, $\tilde C=[X,H]/s$, with $s$ one percent above $2d\gamma+w/2$ in $d$ dimensions. For $K=\begin{pmatrix}\tilde H&0\\\tilde C&\tilde H\end{pmatrix}$, the Chebyshev vectors $(a_n,b_n)=T_n(K)(\phi,\chi)$, where $\phi=U\phi_0$ and $\chi=Y\phi_0$, obey
$$a_{n+1}=2\tilde Ha_n-a_{n-1},\qquad b_{n+1}=2\tilde Ca_n+2\tilde Hb_n-b_{n-1},\tag{8}$$
The filter needs $M\approx7s/\eta$ moments, two per product with $H$.

Traces are averaged over $R$ random-phase vectors $\phi_j=e^{i\theta_j}$. For Hermitian $A$,
$$\langle\phi^\dagger A\phi\rangle=\mathrm{Tr}A,\qquad\mathrm{Var}=\sum_{i\ne j}A_{ij}A_{ji}=\sum_{i\ne j}|A_{ij}|^2.\tag{9}$$
The relative error scales as $(NR)^{-1/2}$.

Two solvable cases serve as references. A clean chain has $\varepsilon_k=-2\gamma\cos ka$ and squared displacement $v^2t^2$, with $v^2=a^2(4\gamma^2-E^2)$ at sharp energy; two isolated sites give the bounded oscillation $a^2\sin^2\gamma t$.

**Regimes.** Define $\alpha=d\ln\Delta X^2/d\ln t$. Expanding (5) with $4\sin^2(x/2)=x^2-x^4/12+\dots$,
$$\Delta X^2=v^2t^2(1-bt^2+\dots),\quad v^2=\frac{\mathrm{Tr}[gV^2]}{\mathrm{Tr}\,g},\quad b=\frac{\langle\omega^2\rangle}{12},$$
with $\langle\omega^2\rangle$ weighted by $g_n|V_{mn}|^2$. Every sample starts at $\alpha=2$, and stays there if $[V,H]=0$; then $D=v^2t$ and (6) diverges.

If $\mathrm{Re}\,c$ and $\tau\,\mathrm{Re}\,c$ are integrable with $D=\int_0^\infty\mathrm{Re}\,c\,d\tau>0$, (4) gives $\Delta X^2\to2D(t-t_0)$ with $t_0=\int\tau\,\mathrm{Re}\,c\,d\tau/D$, and $\alpha=t/(t-t_0)\to1$. The estimator $\Delta X^2/2t$ is low by $t_0/t$ relative to $D$, while the slope between two late times is free of this error; slopes are used below. The integrability of $\tau\,\mathrm{Re}\,c$ is an assumption. In a three-dimensional disordered metal the leading interference correction gives $\mathrm{Re}\,c\propto-\tau^{-3/2}$; then $t_0$ is only an effective, window-dependent number, and the slope approaches $D$ from above as $t^{-1/2}$. For $c=v^2e^{-\tau/\tau_c}$, both $t_0$ and $D/v^2$ equal $\tau_c$.

For an open sample $V_{mn}=i\omega X_{mn}$ turns (5) into $F=2\sum_{m\ne n}g_n|X_{mn}|^2(1-\cos\omega t)$. Without degeneracies the cosines average to zero, and completeness gives $\sum_{m\ne n}|X_{mn}|^2=\langle X^2\rangle_n-\langle X\rangle_n^2$:
$$\overline{\Delta X^2}=\frac{2\sum_ng_n(\langle X^2\rangle_n-\langle X\rangle_n^2)}{\sum_ng_n}.\tag{10}$$
Localization of all states weighted by $g$ means that (10) stays finite as $N\to\infty$ (a filter whose tail reaches extended states beyond a mobility edge makes it diverge); then $\alpha$ and $D$ vanish on average and $\sigma=0$. The plateau measures the second moment of the eigenstates, which is a different quantity from the decay length of their tails. States spread uniformly over a length $L$ have variance $L^2/12$ and saturate at $L^2/6$, so a plateau signals localization when it is far below that value.

**Verification of the identities.** The model is the Anderson lattice with round parameters $\gamma=0.1$ Ha, $a=5$ bohr, $\eta=0.05$ Ha and box disorder of width $w$; 1 a.u. of time is 0.02419 fs. The numerical check tests the identities listed here by independent routes; (6) itself is compared only with the mean-field estimate below. On an open chain, (8) with two unequal steps reproduces $XU-UX$ to $1.9\times10^{-14}$ bohr. On a periodic $6\times3\times3$ cell ($w=0.4$ Ha, $E=0$, $t=30$) it matches a finite difference of $iU(k)$ to $2.9\times10^{-7}$ bohr, and the moment route, (5) and the quadrature of (4) all give 254.218907 bohr². At $\lambda=0.1$ Ha the two sides of (7), divided by $\mathrm{Tr}\,g$, are 3.056059 and 3.056051 a.u. Sampling gives 1.0007 and 1.0041 for the mean and variance relative to (9). Quadrupling a chain from 150 to 600 sites lowers the relative error from 0.1408 to 0.0694, a ratio of 2.028 against the predicted 2. The leading term $v^2t^2$ of the short-time law (to 1% at $t=1$; the coefficient $b$ is not tested) and $V_{nn}=0$ are also tested.

**Clean ring.** For $N=20000$, $R=2$, $E=0$, the run gives $931853/1000^2=0.9319$ a.u. for $v^2$, against 0.9318 from $k$-quadrature with the same filter, and $\alpha=2.000000$. The sharp-energy value is $25\times0.04=1$. The difference is filter bias: $v^2=a^2(4\gamma^2-\langle\varepsilon^2\rangle)$, and $\langle\varepsilon^2\rangle\approx\eta^2$ gives $25(0.04-0.0025)=0.9375$; the density of states rises away from the band centre, which raises $\langle\varepsilon^2\rangle$ further. At $E=0.1$ Ha the filtered value 0.6296 (quadrature 0.6298) lies 16% below the sharp value $25\times0.03=0.75$. This bias does not shrink with $N$ or $R$, and it is made smaller by lowering $\eta$, at a cost $M\propto1/\eta$.

**Diffusive cube.** Take a periodic $32^3$ cube with $w=0.4$ Ha, $R=4$, $s=1.01(0.6+0.2)=0.808$ Ha, up to $t=300$ (7.26 fs). The run needs 424 products with $K$ (16 nonzeros per site) and 399 with $H$ (7 per site; seven sets of 57), in total $424\times16+399\times7=9577$ matrix elements applied per site and vector.

At $E=0$ the exponents over the windows bounded by $t=2.5,5,20,50,150,300$ are 1.952, 1.724, 1.319, 1.107, 1.031, and the slopes $D$ are 1.955, 4.354, 5.633, 5.723, 5.661 a.u. The last is
$$D=\frac{3324.74-1626.52}{2\times150}=5.661\ \text{a.u.}=6.55\ \text{cm}^2/\text{s},$$
with a phase-noise standard error of 0.035 a.u., itself rough since it rests on four vectors. Then
$$\sigma=2\times1.01024\times10^{-2}\times5.661=0.1144\ \text{a.u.},$$
or, with $4.5998\times10^6$ S/m per a.u., $5.26\times10^5$ S/m. The same moments at $E=0.2$ Ha give $D=5.387\pm0.026$ a.u. and $\sigma=2\times9.07341\times10^{-3}\times5.387=0.0978$ a.u. $=4.50\times10^5$ S/m.

The errors at $E=0$ are as follows. The estimator $3324.74/600=5.541$ would be 2.1% below the slope, which corresponds to $t_0=300-3324.74/(2\times5.661)\approx6$. The 0.6% error of $D$ alone moves this by about $294\times0.006\approx2$, and the error of $\Delta X^2(300)$, which is correlated with it, is left out of this estimate, so this estimate does not decide whether $t_0$ differs from $D/v^2=10.4$. A sharper test is at $t=50$: a single exponential with $\tau_c=10.4$ gives, from (4), $\Delta X^2=2D[t-\tau_c(1-e^{-t/\tau_c})]\approx450$ bohr², about 7% below the computed 481.82, so a single exponential does not describe the data. The printed $v^2=0.5452$ a.u. is $\Delta X^2/t^2$ at $t=2.5$; from $(2-1.952)\ln2=b(25-6.25)$ one finds $b\approx0.0018$, so it is about 1% below the true $v^2$. The last two slopes differ by 1.1%, under two standard errors, and no drift is resolved. The leading-order estimate of the interference tail, $[D(t)-D]/D\approx2(4\pi D)^{-3/2}t^{-1/2}/\pi\rho$, is about 0.7% at $t=225$, the same size as the phase noise, so the slope may overestimate the limit (6) by that much. The spread $\sqrt{3324.74}=58$ bohr is below the cell edge of 160 bohr, and $t=300$ is far below $t_H=2.6\times10^5$; averages over samples of $16^3$ and $32^3$ cells agree in $\sigma$ within about 1%. The values above belong to one sample and four vectors: an average over 13 samples of the $32^3$ cell gives $\sigma=0.1165\pm0.0006$ a.u. at $E=0$ and $0.0995\pm0.0006$ a.u. at 0.2 Ha, about 2% higher, so as properties of the model the numbers are good to about 2%.

An independent estimate comes from the coherent potential approximation (CPA), a mean-field theory that replaces the random site energy $\epsilon$ by a complex $\Sigma(E)$ fixed by $\langle(G^{-1}+\Sigma-\epsilon)^{-1}\rangle_\epsilon=G$, with $G=\langle(E-\varepsilon_k-\Sigma)^{-1}\rangle_k$. Replacing each $\delta(E-H)$ in (1) by its average $A_k=-\pi^{-1}\mathrm{Im}(E-\varepsilon_k-\Sigma)^{-1}$ gives $\sigma=2\pi\langle v_x^2A_k^2\rangle_k/a^3$, which drops correlations between the two factors. With the same filter, its $\rho$ differs from the computed one by under 0.1% at $E=0$ and 0.9% at 0.2 Ha (tested to 3%). The ratios $\sigma/\sigma_{\rm CPA}$ are 0.975 and 0.922 (tested to 20%). The phase noise of $D$ is about 0.6%. That of $\rho$ is at most of the same size: (9) with $A=g$ gives $\mathrm{Var}\le\mathrm{Tr}\,g^2\approx\rho\Omega/(2\sqrt\pi\eta)$, about 0.6% of $\mathrm{Tr}\,g$ for four vectors. Both deficits exceed these estimates, but the estimates rest on four vectors and one sample. With the 13-sample averages the ratios become $0.994\pm0.005$ and $0.938\pm0.006$: the deficit at $E=0$ is mostly scatter, while a deficit of about 6% persists at 0.2 Ha. The CPA omits interference corrections (weak localization), whose size was not computed here.

**Localized chain.** For an open chain with $w=0.6$ Ha, $N=1200$, $R=24$, $E=0$, the estimate of $F$ agrees with diagonalization of the same sample within five standard errors at all six times (tested). Equation (10) gives 468.5 bohr², a length of 21.6 bohr. The mean of the exact curve over 60 very late times is 476.6 bohr², 1.7% higher, against a sampling error of $0.092/\sqrt{60}=1.2\%$.

The approach to the plateau is not monotonic. Between $t=1500$ and 3000 the estimate falls from 482 to 352 bohr², giving $\alpha=-0.45$ and $D=-0.043$ a.u. The exact curve falls as well, from 464 to 359 bohr² ($\alpha=-0.37$), so the drop belongs to the sample and more vectors would not remove it. It is the behaviour of the two-site case: each pair contributes $1-\cos\omega t$ and never settles. At late times the exact curve fluctuates with an rms of 9.2% of its mean and a max/min ratio of 1.52. That a few pairs of distant, nearly degenerate states dominate this is a conjecture.

If separate segments fluctuate independently, a chain twenty times longer should fluctuate by $9.2\%/\sqrt{20}\approx2\%$. For $N=24000$, $R=1$, the exponents over windows bounded by $t=2.5,5,50,500,1500,3000,6000$ are 1.929, 1.206, 0.236, 0.090, 0.030, 0.011, and $D$ falls from 2.39 to 0.0006 a.u. Independent 2% errors at the two ends of a factor-two window would shift $\alpha$ by $0.02\sqrt2/\ln2\approx0.04$, so the last two values are compatible with zero. The phase noise of the single vector adds to this: the short chain, at a similar $NR$, has standard errors of 2–3% of $\Delta X^2$ at $t=1500$ and 3000. The final value 449 bohr² is 0.958 of the plateau (10) of the short chain, a different sample (that plateau scatters by about 14% between samples of 1200 sites, so the ratio is a rough check only), and its root, 21 bohr, is negligible against the chain length of $1.2\times10^5$ bohr, which excludes saturation by the ends. No two successive windows share a value of $\alpha$ near 1: the value 1.206 is an average across the crossover, and at this sampling the chain shows no diffusive plateau from which (6) could be read. A finite run bounds the growth within its own time range, here 145 fs, and cannot exclude growth too slow to show in it.

## Computed values

```
hopping 0.1 Ha, spacing 5.0 bohr, eta 0.05 Ha; 1 a.u. time = 0.02419 fs
open chain: max |Y - (XU-UX)| = 1.9e-14 bohr
6x3x3, W=0.4 Ha, E=0, t=30: max |Y - i dU/dk| = 2.9e-07 bohr
  msd Chebyshev/eigen/VAC = 254.218907 254.218907 254.218907 bohr^2
  lambda=0.1 Ha: D Laplace 3.056059, D Kubo-Greenwood 3.056051 a.u.
  random phase: mean/trace 1.0007, variance/formula 1.0041
chain W=0.2 Ha, t=50: rel. error N=150 0.1408, N=600 0.0694, ratio 2.028
clean ring N=20000, R=2
  E=0.0 Ha: msd(10,100,1000) = 93.19 9318.5 931853 bohr^2, alpha 2.000000
    v^2 = 0.9319, k-quadrature 0.9318 a.u.
  E=0.1 Ha: msd(10,100,1000) = 62.96 6295.7 629569 bohr^2, alpha 2.000000
    v^2 = 0.6296, k-quadrature 0.6298 a.u.
cube 32^3, W=0.4 Ha, R=4, s=0.808 Ha; K products 424, H products 399
  nonzeros per site H 7, K 16; times [2.5, 5.0, 20.0, 50.0, 150.0, 300.0] a.u.
  units: sigma 4.5998e+06 S/m, D 1.1577 cm^2/s; t_max = 7.26 fs
  E=0.0 Ha msd/bohr^2: 3.41 13.18 143.82 481.82 1626.52 3324.74
    alpha per window: 1.952 1.724 1.319 1.107 1.031
    D per window/a.u.: 1.955 4.354 5.633 5.723 5.661
    rho 1.01024e-02, CPA 1.00992e-02 /(Ha bohr^3 spin); t_H 2.60e+05 a.u.
    D 5.661 +- 0.035 a.u. = 6.553 cm^2/s; CPA 5.806 a.u.
    v^2 0.5452 a.u., tau=D/v^2 10.38 a.u., D/v 7.67 bohr
    sigma 0.1144 a.u. = 5.261e+05 S/m; CPA 0.1173 a.u.; ratio 0.975
  E=0.2 Ha msd/bohr^2: 3.13 12.04 133.53 458.90 1540.38 3156.56
    alpha per window: 1.944 1.736 1.347 1.102 1.035
    D per window/a.u.: 1.782 4.050 5.423 5.407 5.387
    rho 9.07341e-03, CPA 9.15076e-03 /(Ha bohr^3 spin); t_H 2.34e+05 a.u.
    D 5.387 +- 0.026 a.u. = 6.237 cm^2/s; CPA 5.793 a.u.
    v^2 0.5007 a.u., tau=D/v^2 10.76 a.u., D/v 7.61 bohr
    sigma 0.0978 a.u. = 4.497e+05 S/m; CPA 0.1060 a.u.; ratio 0.922
open chain N=1200, W=0.6 Ha, R=24, E=0; times [2.5, 5.0, 50.0, 500.0, 1500.0, 3000.0] a.u.
  msd algorithm/bohr^2: 3.83 14.48 225.58 401.93 481.55 352.22
  standard error/bohr^2: 0.04 0.15 3.05 6.94 14.83 7.41
  msd exact/bohr^2: 3.76 14.29 225.87 396.10 464.09 358.74
  alpha algorithm: 1.920 1.192 0.251 0.165 -0.451
  alpha exact: 1.925 1.199 0.244 0.144 -0.371
  D per window/a.u.: 2.1311 2.3455 0.1959 0.0398 -0.0431
  2*variance 468.5, late-time mean 476.6 bohr^2; sqrt(2*variance) 21.64 bohr
  exact late-time oscillation: relative rms 0.092, max/min 1.524
open chain N=24000, W=0.6 Ha, R=1, E=0; times [2.5, 5.0, 50.0, 500.0, 1500.0, 3000.0, 6000.0] a.u.
  msd/bohr^2: 3.75 14.28 229.29 394.87 435.98 445.21 448.55
  alpha per window: 1.929 1.206 0.236 0.090 0.030 0.011
  D per window/a.u.: 2.1058 2.3890 0.1840 0.0206 0.0031 0.0006
  msd(6000)/(2*variance of short chain) 0.958; t_max = 145.1 fs
```
